# Choosing a general contraction for a pseudo-atom and bounding its error

A correlated calculation with a pseudopotential needs a decision about the valence basis: how many contracted functions to keep for each angular momentum, and whether the first should be the atomic SCF orbital or a natural orbital. For boron, keeping 13 functions out of 49 raises the full configuration-interaction (full-CI) energy by about 3 mHa, and the next step up reduces this to 0.5 mHa. The analysis below shows how to build such a contraction, what controls its error, and which errors it leaves uncovered.

## What is being compared

Hartree atomic units are used, with real orbitals. The $N$ valence electrons of the pseudo-atom have

$$H=\sum_i h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=-\tfrac12\nabla^2-\frac{Z_{\rm eff}}r+U_{\rm loc}(r)+\sum_l U_l(r)P_l ,$$

where $P_l$ projects on angular momentum $l$. The primitive basis consists of Gaussians $\chi_{\mu lm}$ with all $2l+1$ values of $m$ for each exponent. A general contraction replaces them by

$$\phi_{clm}=\sum_\mu \chi_{\mu lm}\,C^{(l)}_{\mu c},\qquad c=1,\dots,k_l ,$$

where every primitive may enter every contracted function and the coefficients do not depend on $m$. The contraction error is the energy in the contracted set minus the energy in the uncontracted set, by the same method. It excludes the incompleteness of the primitives and the error of the pseudopotential.

It is convenient to work with orthonormal radial functions. If $S_l$ is the radial overlap matrix, choose $U_l$ with $U_l^TS_lU_l=1$. A function with primitive coefficients $c=U_la$ then has orthonormal coefficients $a=U_l^TS_lc$. Orthonormal columns $V_l$ give the contraction $C^{(l)}=U_lV_l$.

## First ingredient: the spherical SCF orbitals

Take the configuration $s^2p^1$, with the orbitals required to be pure $s$ and pure $p$. The two $s$ electrons have opposite spin and repel by $J_{ss}$. The $p$ electron repels both and has exchange with the one of equal spin:

$$E=2h_s+h_p+J_{ss}+2J_{sp}-K_{sp}.$$

Because the $s$ orbital is spherical, this is the same for each $m$ of the $p$ orbital, so averaging over $m$ changes nothing in $E$. Let $D_s$ be the density matrix of one $s$ electron and $D_p$ the $m$-average for one $p$ electron. With

$$J[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma},\qquad K[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\sigma\nu)D_{\lambda\sigma},$$

the energy reads

$$E={\rm Tr}\,D_s\big(2h+2J[D_s]-K[D_s]\big)+{\rm Tr}\,D_p\big(h+2J[D_s]-K[D_s]\big).$$

The first trace contains $2J_{ss}-J_{ss}=J_{ss}$, as it should, since ${\rm Tr}\,D_sK[D_s]=J_{ss}$ for a single orbital. Now vary $D_s$. The quadratic term counts twice, and ${\rm Tr}\,A\,J[B]={\rm Tr}\,B\,J[A]$, likewise for $K$, so

$$\delta E=2\,{\rm Tr}\,\delta D_s F_s,\qquad F_s=h+2J[D_s]-K[D_s]+J[D_p]-\tfrac12K[D_p].$$

Varying $D_p$ gives $\delta E={\rm Tr}\,\delta D_pF_p$ with

$$F_p=h+2J[D_s]-K[D_s].$$

The single $p$ electron does not act on itself. Orbitals of different $l$ are automatically orthogonal, so each is the lowest eigenvector of its own operator, and the two equations are iterated to self-consistency. A shell with several $p$ electrons would need an additional $p$–$p$ term.

If both SCF orbitals are columns of the contraction, the spherical SCF energy has no contraction error. The contracted space lies inside the uncontracted one, so its minimum cannot be lower. It contains the uncontracted minimizer, so its minimum cannot be higher. This holds for the atomic state and the symmetry restriction used here, not for a molecule.

## Second ingredient: natural orbitals

Correlation needs further functions, and the correlated density tells which. For three electrons, label electrons 1 and 2 spin-up and electron 3 spin-down. The antisymmetrized state is a sum of such spin arrangements, which are mutually orthogonal and contribute equally to any symmetric spin-free operator, so one arrangement suffices. Its amplitudes satisfy $\Psi(a,b;c)=-\Psi(b,a;c)$ and $\sum_{abc}\Psi^2=1$. In $H\Psi$, $h$ acts on each index and the repulsion on each of the three pairs; for the first pair it gives $\sum_{a'b'}(aa'|bb')\Psi(a',b';c)$. The lowest eigenvector is the full-CI state. Its density matrix is

$$D_{aa'}=2\sum_{bc}\Psi(a,b;c)\Psi(a',b;c)+\sum_{bc}\Psi(b,c;a)\Psi(b,c;a'),$$

where the 2 counts the spin-up electrons. Its trace is 3.

One component of a $^2P$ state is not spherical, so $D$ is averaged over all rotations. The average $\bar D$ commutes with the angular momentum operators. In a basis $|ilm\rangle$, commutation with $L^2$ and $L_z$ removes elements between different $l$ or different $m$. Commutation with $L_+$ gives

$$0=\langle i\,l\,m{+}1|\bar DL_+-L_+\bar D|j\,l\,m\rangle\propto \bar D^{(l,m+1)}_{ij}-\bar D^{(l,m)}_{ij},$$

with a nonzero factor for $m<l$, so the blocks are equal. A rotation mixes only the $m$ index, hence preserves the sum over $m$ at fixed $i,j$. Therefore

$$\bar D^{(l,m)}=\frac{N_l}{2l+1},\qquad (N_l)_{ij}=\sum_mD_{ilm,jlm}.$$

The eigenvectors of $N_l$ are the atomic natural orbitals (ANOs). The eigenvalues $n_1\ge n_2\ge\dots\ge0$ are occupations of whole shells.

Let $P$ project on the contracted one-electron space. The discarded occupation is

$$\delta={\rm Tr}[(1-P)D]=\sum_l{\rm Tr}[(1-V_lV_l^T)N_l].$$

Since $P$ treats all $m$ alike, $D$ and $\bar D$ give the same $\delta$.

**The leading ANOs minimize $\delta$.** For $k$ orthonormal columns, let $q_j$ be the squared length of the projection of ANO $j$ on their span. Then $0\le q_j\le1$, $\sum_jq_j=k$, and the retained occupation is $\sum_jn_jq_j$. Compared with the leading $k$ ANOs it falls short by

$$\sum_{j\le k}n_j(1-q_j)-\sum_{j>k}n_jq_j\ \ge\ n_k\Big[k-\sum_jq_j\Big]=0 ,$$

because $n_j\ge n_k$ in the first sum and $n_j\le n_k$ in the second.

**With the SCF orbital prescribed**, let $a$ be its coefficient vector and $R=1-aa^T$. The occupation retained by $a$ is fixed, and the other columns lie in the space of $R$. By the same argument they are the leading eigenvectors of $RN_lR$. This is the SCF+ANO contraction.

The price of prescribing $a$ is limited. Let $\delta_k=\sum_{j>k}n_j$ be the smallest loss with $k$ functions in one $l$. Consider the span of $a$ and the leading $k-1$ ANOs, completed to $k$ dimensions if necessary. It contains $a$ and loses at most $\delta_{k-1}$. The SCF+ANO choice is the best one containing $a$, so

$$\delta_k\le\delta_{\rm SCF+ANO}\le\delta_{k-1}.$$

At worst, one ANO is wasted per angular momentum.

## From occupation to wave function

Let $P_i$ be the projector for electron $i$, and let $Q=1-P_1P_2\cdots P_N$. The norm lost when $\Psi$ is projected on the contracted space is $w=\|Q\Psi\|^2$. The $P_i$ commute and have eigenvalues 0 and 1. In a common eigenstate with $q$ electrons outside the contracted space, $Q$ is 0 for $q=0$ and 1 otherwise, so $q/N\le Q\le q$. Since $\langle q\rangle=\delta$,

$$\frac{\delta}{N}\le w\le\delta .$$

The ratio $\delta/w$ is the mean number of electrons outside, given that at least one is.

## From wave function to energy

Write $E_0$ for the uncontracted ground energy, $E_c$ for the full-CI energy in the contracted set, and $\Psi_P=\Psi-Q\Psi$ for the retained part. The operator $H$ acts here within the uncontracted space, where $(H-E_0)\Psi=0$. Hence $(H-E_0)\Psi_P=-(H-E_0)Q\Psi$, and

$$\langle\Psi_P|H-E_0|\Psi_P\rangle=-\langle\Psi-Q\Psi|H-E_0|Q\Psi\rangle=\langle Q\Psi|H-E_0|Q\Psi\rangle .$$

The term with $\Psi$ vanished because $H$ may act to the left. The function $\Psi_P$ has squared norm $1-w$ and lies in the contracted CI space. For $w<1$ the variational principle gives

$$E_c-E_0\le\frac{\langle Q\Psi|H-E_0|Q\Psi\rangle}{1-w}=\frac{w\,\epsilon}{1-w},$$

where $\epsilon$ is the mean energy, relative to $E_0$, of the normalized discarded part.

For a lower bound, let $\Phi_c$ be the normalized contracted ground state with the same symmetry and the same component as $\Psi$. Expand it in uncontracted eigenstates $\Psi_n$ of that symmetry. If $E_1>E_0$ is the next level,

$$E_c-E_0=\sum_n|\langle\Psi_n|\Phi_c\rangle|^2(E_n-E_0)\ge(E_1-E_0)\big(1-|\langle\Psi|\Phi_c\rangle|^2\big).$$

Because $\Phi_c$ lies in the contracted space, $|\langle\Psi|\Phi_c\rangle|=|\langle\Psi_P|\Phi_c\rangle|\le\sqrt{1-w}$. Thus

$$(E_1-E_0)\,w\le E_c-E_0\le\frac{w\,\epsilon}{1-w}.$$

Discarded weight alone therefore does not fix the error; the energy $\epsilon$ of what is discarded matters as well. The lower bound becomes useless when $E_1$ approaches $E_0$, that is, when another state of the same symmetry lies close to the ground state. Both bounds need the uncontracted state, so they serve to assess a contraction on the atom, where that state is affordable.

## Boron in numbers

The example is boron with the ccECP pseudopotential, which replaces two core electrons and leaves $Z_{\rm eff}=3$. The primitive set is 8s7p4d, with $8+3\cdot7+5\cdot4=49$ functions. The exponents start at 0.03, 0.03 and 0.10 bohr$^{-2}$ for s, p and d and grow by factors 2.3, 2.4 and 2.3. Functions with $l\ge3$, core correlation and spin–orbit coupling are left out. The uncontracted energies are

$$E_{\rm SCF}=-2.53915,\qquad E_0=-2.61225\ \text{Ha},$$

so the correlation energy in this basis, counted from the spherical SCF energy, is $-73.10$ mHa. These values are not converged in the primitive set. Extending it to 9s8p6d (added exponents 23.5 for s, 13.8 for p, 2.80 and 0.043 for d) gives $E_0=-2.61239$ Ha. Two further f shells (exponents 0.9 and 0.35) give $-2.61442$ Ha and a correlation energy of $-75.20$ mHa.

The leading shell occupations, in electrons, fall into groups:

| | 1st | 2nd | 3rd | 4th |
|---|---|---|---|---|
| s | 1.868 | 0.0071 | 0.00020 | 0.000014 |
| p | 1.090 | 0.0105 | 0.00073 | 0.000051 |
| d | 0.0224 | 0.00031 | 0.000052 | 0.000007 |

The second s, second p and first d belong together, and so do the third s, third p and second d. This suggests the sizes [2s2p1d], [3s3p2d] and [4s4p3d], which are balanced within s, p and d only. When f primitives are present, the first f shell has an occupation of about $8\times10^{-4}$, like the third p, so it would join the [3s3p2d] group.

For pure ANOs in [2s2p1d], the occupations beyond the retained ones, taken to four figures from the check output and including the fifth s ($1.5\times10^{-6}$) and fifth p ($7.7\times10^{-6}$), add up to $2.20\times10^{-4}$ (s), $7.84\times10^{-4}$ (p) and $3.74\times10^{-4}$ (d). Their sum, $1.378\times10^{-3}$, agrees with the computed $\delta=1.379\times10^{-3}$ up to the smaller occupations that are not listed. Prescribing the SCF orbitals raises $\delta$ slightly, to $1.409\times10^{-3}$.

For this SCF+ANO set $w=1.186\times10^{-3}$, between $\delta/3=0.470\times10^{-3}$ and $\delta$. The ratio $\delta/w=1.19$ says that the discarded part mostly has one electron outside the contracted space. With $E_1-E_0=0.2261$ Ha, the lower bound is

$$0.2261\times1.186\times10^{-3}\ \text{Ha}=0.268\ \text{mHa}.$$

The upper bound is 3.12 mHa and the actual error 3.05 mHa, or 4.2% of the correlation energy. Here the upper bound is a close estimate and the lower one is not. From the upper bound,

$$\epsilon=\frac{(1-w)\times3.124\times10^{-3}\ \text{Ha}}{w}\approx2.63\ \text{Ha},$$

far above the first excitation energy.

The full-CI contraction errors, in mHa relative to the uncontracted set, are:

| size | SCF+ANO | pure ANO | SCF+primitives |
|---|---|---|---|
| [1s1p] | 40.67 | 40.14 | – |
| [2s2p1d] | 3.05 | 2.96 | 10.88 |
| [3s3p2d] | 0.531 | 0.526 | 3.25 |
| [4s4p3d] | 0.094 | 0.093 | 0.84 |

In the last column the ANOs are replaced by free primitives, chosen in each $l$ to retain the most occupation. With this choice their error at equal size is 3.6 to 9 times larger. For [2s2p1d], exchanging any one of the three free primitives for another primitive of the set does not lower the error. For the larger sizes the ratio depends partly on the choice. In [3s3p2d], the free primitives with exponents 1.93 and 0.365 (s), 0.173 and 0.072 (p), and 0.529 and 0.23 (d) lower the error from 3.25 to 2.51 mHa, still 4.7 times that of SCF+ANO. In [4s4p3d], replacing the free d exponent 0.10 by 1.22 lowers the error from 0.84 to 0.59 mHa, 6.3 times that of SCF+ANO. A full search by energy was not made for these sizes.

The SCF+ANO energy $\epsilon$ rises along the four sizes: about 1.2, 2.6, 4.7 and 6.3 Ha. An error estimate that scales the energy with the discarded weight is therefore too optimistic here. From [2s2p1d] to [4s4p3d], $w$ falls by a factor of 73 but the error only by 32.

## SCF orbital or ANO as the first function?

The two are nearly the same: one minus their squared overlap is $3.1\times10^{-4}$ for s and $4.8\times10^{-4}$ for p. Pure ANOs give SCF errors of 0.75, 0.048, 0.005 and 0.0007 mHa for the four sizes. The SCF+ANO sets have none, within the numerical tolerance of $10^{-9}$ Ha. In return their full-CI errors are larger by at most 3%.

For boron, prescribing the SCF orbital is thus a cheap choice when atomic SCF energies or SCF-type orbitals must be reproduced. Pure ANOs are slightly better if only the correlated atomic energy matters. From [3s3p2d] on, the difference is below 0.01 mHa in both energies.

## Another charge state

The bounds hold for any contraction, but only for the state whose $\delta$, $w$, $\epsilon$ and $E_1$ enter them. For the ion, the neutral atom's $\delta$ gives no guarantee. The uncontracted ionization energy is 0.3010 Ha (8.192 eV) in this primitive set; the 9s8p6d2f set raises it by 0.053 eV, to 0.3030 Ha (8.245 eV). With the SCF+ANO sets it changes by $-2.88$, $-1.51$, $-0.32$ and $-0.05$ mHa in order of size.

The change is the ion's contraction error minus the neutral's. For [2s2p1d] the ion's error is therefore $3.05-1.51=1.54$ mHa. About half of the neutral's error cancels in the ionization energy, and $-1.51$ mHa, or $-0.041$ eV, remains. For [1s1p] the cancellation is much stronger: $40.673-2.876\approx37.80$ mHa is common to both. A small error in an energy difference is thus no proof of a good contraction.

## Guidance

1. Choose primitives that are adequate for the purpose first. No contraction can repair their deficiencies.
2. Compute the spherical SCF orbitals and the averaged correlated density in the full primitive set. Take the SCF orbital as first column for occupied $l$, then ANOs of its complement; for other $l$, take ANOs.
3. As a starting rule, cut all angular momenta at a similar shell occupation; unbalanced sizes were not compared here. For boron, the full-CI contraction error relative to the 8s7p4d primitive set is about 3 mHa for [2s2p1d], 0.5 mHa for [3s3p2d] and 0.1 mHa for [4s4p3d]. Relative to the larger 9s8p6d set the same sizes give 3.08, 0.56 and 0.12 mHa. The error of the primitive set itself comes on top of this: the missing f functions alone cost about 2 mHa, more than the contraction error of [3s3p2d].
4. Judge the cut by an energy, either $E_c-E_0$ or its upper bound, and not by $\delta$ alone.
5. Repeat the comparison with the uncontracted set for the quantity of interest. An ion, an excited state or a bonded atom has a different density, and the atomic bounds do not carry over to it.

The inequalities, the optimality of the ANOs and the reproduction of the SCF energy are tested in the numerical check, whose output also lists the [2s2p1d] coefficients.

## Table of computed values

```
B pseudopotential: ccECP, core electrons 2, Z_eff 3
 U_local: 3.000000 r^-1 exp(-31.492980 r^2) Ha
 U_local: -9.748000 r^0 exp(-8.646690 r^2) Ha
 U_local: 94.478950 r^1 exp(-22.565090 r^2) Ha
 U_s: 20.748000 r^0 exp(-4.062460 r^2) Ha
[2s2p1d] SCF+ANO: exponent (bohr^-2), coefficients of normalized primitives
 s   10.21448   0.000071   0.000238
 s    4.44108   0.002215  -0.002470
 s    1.93090  -0.170711  -0.302184
 s    0.83952   0.055929   0.325803
 s    0.36501   0.336920   1.269654
 s    0.15870   0.535184  -0.433257
 s    0.06900   0.211632  -0.873811
 s    0.03000   0.008578  -0.031334
 p    5.73309   0.018939  -0.021066
 p    2.38879   0.061575  -0.025347
 p    0.99533   0.156763  -0.203493
 p    0.41472   0.318791  -0.708630
 p    0.17280   0.402384   0.186288
 p    0.07200   0.245511   0.758183
 p    0.03000   0.026620   0.100416
 d    1.21670   0.101422
 d    0.52900   0.351281
 d    0.23000   0.510663
 d    0.10000   0.205137
uncontracted 8s7p4d: E_SCF = -2.539152 Ha, E0(full CI) = -2.612253 Ha
correlation energy = -73.101 mHa; E1-E0 = 0.22612 Ha
s shell occupations (electrons): 1.868e+00 7.097e-03 2.049e-04 1.367e-05 1.535e-06
p shell occupations (electrons): 1.090e+00 1.051e-02 7.250e-04 5.149e-05 7.676e-06
d shell occupations (electrons): 2.243e-02 3.142e-04 5.235e-05 6.963e-06
1 - overlap^2 of SCF orbital and first ANO: s 3.133e-04, p 4.792e-04
scheme, size: delta (el.), w, then mHa: lower bound, error, upper bound, SCF error
SCF+ANO  1s1p   4.251e-02 3.371e-02 7.6220 40.6734 40.9181 0.00000
ANO      1s1p   4.141e-02 3.286e-02 7.4305 40.1445 40.4436 0.74708
SCF+ANO  2s2p1d 1.409e-03 1.186e-03 0.2681 3.0475 3.1243 0.00000
ANO      2s2p1d 1.379e-03 1.161e-03 0.2625 2.9626 3.0349 0.04795
SCF+prim 2s2p1d 4.619e-03 4.029e-03 0.9111 10.8759 11.0470 0.00000
SCF+ANO  3s3p2d 1.397e-04 1.208e-04 0.0273 0.5307 0.5642 0.00000
ANO      3s3p2d 1.349e-04 1.158e-04 0.0262 0.5260 0.5547 0.00476
SCF+prim 3s3p2d 1.022e-03 9.723e-04 0.2199 3.2543 3.9886 0.00000
SCF+ANO  4s4p3d 1.874e-05 1.629e-05 0.0037 0.0938 0.1026 0.00000
ANO      4s4p3d 1.739e-05 1.497e-05 0.0034 0.0926 0.1008 0.00067
SCF+prim 4s4p3d 1.896e-04 1.828e-04 0.0413 0.8433 0.9020 0.00000
ionization energy, uncontracted: 0.301042 Ha = 8.1918 eV
 SCF+ANO 1s1p: ionization energy error -2.8756 mHa
 SCF+ANO 2s2p1d: ionization energy error -1.5050 mHa
 SCF+ANO 3s3p2d: ionization energy error -0.3150 mHa
 SCF+ANO 4s4p3d: ionization energy error -0.0488 mHa
```
